# Choosing the momentum grid for Pauli blocking in Monte Carlo transport: a program that tests the result

```python
"""Pauli blocking by rejection on a momentum grid: exact bias and simulation.

A proposed final state is accepted with probability max(0, 1-n/M), where n is
the number of other simulated particles in its cell and M the cell capacity.
Result under test: without a field the cell counts follow the weights
binom(M,n)*y**n, n <= ceil(M), y = cell average of exp(-(E-mu)/kT). Hence
  f = y/(1+y) * (1 + x),   x = mean of max(0, n/M-1),
and for integer M and small cell side dk the mean energy is shifted by
  -(hbar^2 dk^2/12m) * (L/(1-exp(-L))-1),   L = ln(1+exp(mu/kT)).
In a field, a grid moving with the free flight prevents overfull cells.
Energies are in meV, wave numbers in 1/nm.
"""
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import binom, erf

mass_ratio, temperature, density = 0.04, 300.0, 0.01   # -, K, 1/nm^2
degeneracy, N, replicas = 2, 100, 100
field, rate = 3.0e5, 1.0e13                            # V/m, 1/s
mass = mass_ratio * const.m_e
kT = const.k * temperature / const.e * 1e3
hb2m = const.hbar**2 / mass / const.e * 1e21           # meV nm^2
G = 4 * math.pi**2 * density / degeneracy             # integral of f d^2k
sigma = math.sqrt(kT / hb2m)                          # thermal wave number
L = G * hb2m / (2 * math.pi * kT)
eta = math.log(math.expm1(L))                         # mu/kT
kappa = const.e * field / (const.hbar * rate) * 1e-9  # k gain in time 1/rate
velocity_unit = const.hbar * 1e9 / mass / 1e5         # k -> 10^5 m/s


def fermi(x):
    return 1 / (1 + np.exp(x - eta))


fd_energy = kT * quad(lambda x: x * fermi(x), 0, 60, epsabs=1e-12,
                      epsrel=1e-12, limit=200)[0] / L


def cell_statistics(y, M):
    """Normalization, mean count, mean number of particles above M."""
    top, norm, first = math.ceil(M), 0, 0
    for n in range(top + 1):
        term = binom(M, n) * y**n
        norm = norm + term
        first = first + n * term
    return norm, first / norm, (top - M) * term / norm


def grid_equilibrium(dk, M, project=False):
    """Energy, fraction above capacity, occupation of central square."""
    half = math.ceil(9 * sigma / dk)
    nodes, weights = np.polynomial.legendre.leggauss(10)
    k = dk * (np.arange(-half, half)[:, None] + (nodes + 1) / 2)
    boltz = np.exp(-k**2 / (2 * sigma**2)) * weights / 2
    a1 = boltz.sum(1)
    e1 = (hb2m * k**2 / 2 * boltz).sum(1) / a1
    a = np.outer(a1, a1).ravel()
    energy = np.add.outer(e1, e1).ravel()
    share = erf(dk / (2 * sigma * 2**0.5)) / erf(dk / (sigma * 2**0.5))
    inner = np.zeros((2 * half, 2 * half))
    inner[half - 1:half + 1, half - 1:half + 1] = share**2 / M
    inner = inner.ravel()

    def density_error(s):
        return cell_statistics(math.exp(s) * a, M)[1].sum() * dk**2 / M - G

    z = math.exp(brentq(density_error, -3, 12, xtol=1e-13))
    total = M * G / dk**2

    def observables(y):
        norm, count, above = cell_statistics(y, M)
        return norm, np.array([(count @ energy) / total,
                               above.sum() / total, count @ inner])

    if not project:
        return observables(z * a)[1]
    # Fourier projection selects exactly N particles.
    logs, values = [], []
    for angle in 2 * math.pi * np.arange(64) / 64:
        norm, value = observables(z * a * np.exp(1j * angle))
        logs.append(np.log(norm).sum() - 1j * N * angle)
        values.append(value)
    w = np.exp(np.array(logs) - logs[0])
    return ((w[:, None] * np.array(values)).sum(0) / w.sum()).real


def monte_carlo(M, drift, moving, seed):
    """Replica means and errors: energy, above capacity, central f, kx."""
    rng = np.random.default_rng(seed)
    dk = math.sqrt(M * G / N)
    cells = np.array(list(itertools.product(range(-12, 12), repeat=2)))
    order = np.argsort(((cells + 0.5)**2).sum(1), kind="stable")
    start = np.repeat(cells[order], max(1, math.floor(M)), axis=0)[:N]
    # qx is kx minus the common free-flight displacement.
    qx = (start[:, 0] + rng.random((replicas, N))) * dk
    qy = (start[:, 1] + rng.random((replicas, N))) * dk
    rows, shift = np.arange(replicas), np.zeros(replicas)
    burn, steps, every = 30 * N, 90 * N, 3 * N
    samples, accepted = [], 0
    for step in range(1, steps + 1):
        shift += drift * rng.exponential(1 / N, replicas)
        pick = rng.integers(N, size=replicas)
        new_kx, new_ky = rng.normal(0, sigma, (2, replicas))
        new_qx = new_kx - shift
        offset = np.zeros(replicas) if moving else shift
        cx = (np.floor((new_qx + offset) / dk) + 0.5) * dk - offset
        cy = (np.floor(new_ky / dk) + 0.5) * dk
        inside = ((np.abs(qx - cx[:, None]) < dk / 2)
                  & (np.abs(qy - cy[:, None]) < dk / 2))
        inside[rows, pick] = False
        others = np.count_nonzero(inside, axis=1)
        ok = rng.random(replicas) < 1 - others / M
        qx[rows[ok], pick[ok]] = new_qx[ok]
        qy[rows[ok], pick[ok]] = new_ky[ok]
        if step > burn:
            accepted += np.count_nonzero(ok)
            if step % every == 0:
                kx = qx + shift[:, None]
                ix = np.floor((qx + offset[:, None]) / dk).astype(int)
                iy = np.floor(qy / dk).astype(int)
                label = ((rows[:, None] * 4096 + ix + 2048) * 4096
                         + iy + 2048)
                ids, counts = np.unique(label, return_counts=True)
                above = np.bincount(ids // 4096**2,
                                    weights=np.maximum(counts - M, 0),
                                    minlength=replicas) / N
                central = ((np.abs(kx) < dk / 2)
                           & (np.abs(qy) < dk / 2)).sum(1) / M
                samples.append([hb2m / 2 * (kx**2 + qy**2).mean(1),
                                above, central, kx.mean(1)])
    means = np.array(samples).mean(0)
    errors = means.std(1, ddof=1) / math.sqrt(replicas)
    return means.mean(1), errors, accepted / (replicas * (steps - burn))


def boltzmann_reference():
    """Deterministic steady state: acceptance, mean kx, energy."""
    h, hy = 0.004, 0.02
    kx = np.arange(-1.2, 3.0, h)
    ky = hy * np.arange(-60, 61)
    gauss_y = np.exp(-ky**2 / (2 * sigma**2))
    amplitude = 1 / (2 * math.pi * sigma**2)

    def occupation(B):
        f = np.zeros((len(kx), len(ky)))
        for i in range(len(kx) - 1):
            middle = kx[i] + h / 2
            gain = (G * amplitude * gauss_y
                    * math.exp(-middle**2 / (2 * sigma**2)))
            local = gain / (gain + B)
            f[i + 1] = local + (f[i] - local) * np.exp(
                -(gain + B) * h / kappa)
        return f

    B = brentq(lambda b: occupation(b).sum() * h * hy - G, 0.02, 1.0,
               xtol=1e-8)
    f = occupation(B)
    maxwell = amplitude * np.exp(-kx[:, None]**2 / (2 * sigma**2)) * gauss_y
    acceptance = (maxwell * (1 - f)).sum() * h * hy
    assert abs(acceptance / B - 1) < 5e-3   # discretized conservation law
    mean_k = (f * kx[:, None]).sum() / f.sum()
    energy = hb2m / 2 * (f * (kx[:, None]**2 + ky**2)).sum() / f.sum()
    return B, mean_k, energy


# Stationary law: solve a small master equation without using the weights.
M_test, bath = 1.5, np.array([1.0, 0.6, 0.25])
states = [s for s in itertools.product(range(3), repeat=3) if sum(s) == 3]
generator = np.zeros((len(states), len(states)))
for col, state in enumerate(states):
    for i, j in itertools.permutations(range(3), 2):
        speed = state[i] * bath[j] * max(0, 1 - state[j] / M_test)
        if speed > 0:
            final = list(state)
            final[i] -= 1
            final[j] += 1
            generator[states.index(tuple(final)), col] += speed
            generator[col, col] -= speed
system = np.vstack([generator, np.ones(len(states))])
stationary = np.linalg.lstsq(system, np.r_[np.zeros(len(states)), 1],
                             rcond=None)[0]
product = np.array([np.prod([binom(M_test, n) * b**n
                             for n, b in zip(s, bath)]) for s in states])
master_error = np.max(np.abs(stationary - product / product.sum()))
assert master_error < 1e-11

# Occupation identity: averages from explicit sums of the weights.
for M in (0.25, 1.0, 1.5, 2.3, 7.6):
    for y in (0.2, 1.0, 9.0):
        n = np.arange(math.ceil(M) + 1)
        p = binom(M, n) * y**n
        p /= p.sum()
        f = p @ n / M
        excess = p @ np.maximum(n / M - 1, 0)
        assert abs(f - y / (1 + y) * (1 + excess)) < 1e-11
        if M < 1:
            assert abs(f - y / (1 + M * y)) < 1e-12

# Local cell-size error from two-dimensional quadrature.
x, w = np.polynomial.legendre.leggauss(12)
side, centre = 0.01, np.array([0.20, 0.05])
k2 = np.add.outer((centre[0] + side * x / 2)**2,
                  (centre[1] + side * x / 2)**2)
y = np.exp(eta - k2 / (2 * sigma**2))
average = np.outer(w, w) / 4
y_cell = (average * y).sum()
local_error = y_cell / (1 + y_cell) - (average * y / (1 + y)).sum()
f_centre = fermi((centre @ centre) / (2 * sigma**2))
local_formula = (f_centre**2 * (1 - f_centre) * (centre @ centre)
                 * side**2 / (12 * sigma**4))
assert abs(local_error / local_formula - 1) < 0.02


def energy_shift(dk):
    return -hb2m * dk**2 / 12 * (L / (1 - math.exp(-L)) - 1)


deviations = []
for dk in (0.02, 0.01):
    shift = grid_equilibrium(dk, 1.0)[0] - fd_energy
    deviations.append(abs(shift / energy_shift(dk) - 1))
assert deviations[1] < 0.02 and deviations[1] < 0.35 * deviations[0]

print(f"mass {mass_ratio} m_e; T {temperature:.0f} K; "
      f"density {density} nm^-2")
print(f"particles N {N}; replicas {replicas}")
print(f"kT {kT:.3f} meV; hbar^2/m {hb2m:.1f} meV nm^2")
print(f"G {G:.5f} nm^-2; thermal wave number {sigma:.4f} nm^-1")
print(f"L {L:.4f}; mu/kT {eta:.4f}; f_FD(k=0) {fermi(0):.4f}")
print(f"Fermi-Dirac mean energy {fd_energy:.3f} meV")
print(f"master equation: largest probability error {master_error:.1e}")
print(f"local cell error {local_error:.4e}; formula {local_formula:.4e}")
print(f"relative error of energy-shift formula: dk=0.02 nm^-1 "
      f"{deviations[0]:.4f}; dk=0.01 nm^-1 {deviations[1]:.4f}")

print("EQUILIBRIUM (theory at fixed N / simulation +- standard error)")
for number, M in enumerate((0.25, 1.0, 1.5, 16.0)):
    dk = math.sqrt(M * G / N)
    grand = grid_equilibrium(dk, M)
    theory = grid_equilibrium(dk, M, project=True)
    result, error, _ = monte_carlo(M, 0.0, True, 100 + number)
    print(f"M {M:g}: dk {dk:.4f} nm^-1; grand-canonical energy bias "
          f"{grand[0] - fd_energy:.3f} meV")
    if M == int(M):
        print(f"  small-cell formula for bias {energy_shift(dk):.3f} meV")
    print(f"  energy {theory[0]:.3f} / {result[0]:.3f} +- "
          f"{error[0]:.3f} meV")
    print(f"  fraction above capacity {theory[1]:.4f} / {result[1]:.4f} "
          f"+- {error[1]:.4f}")
    print(f"  central occupation {theory[2]:.3f} / {result[2]:.3f} +- "
          f"{error[2]:.3f}")
    assert np.all(np.abs(result[:3] - theory) < 4.5 * error[:3] + 1e-10)
    if M == 16:
        assert result[2] - 4 * error[2] > 1 and result[1] == 0

B_ref, k_ref, e_ref = boltzmann_reference()
print(f"DRIVEN: field {field / 1e5:.1f} kV/cm; rate {rate:.1e} s^-1; "
      f"kappa {kappa:.4f} nm^-1")
print(f"Boltzmann: velocity {k_ref * velocity_unit:.3f} 10^5 m/s; "
      f"energy {e_ref:.2f} meV; acceptance {B_ref:.4f}")
print(f"velocity without Pauli blocking {kappa * velocity_unit:.3f} "
      "10^5 m/s")
driven = {}
for number, (M, moving) in enumerate(itertools.product((1.0, 16.0),
                                                       (True, False))):
    result, error, acceptance = monte_carlo(M, kappa, moving, 200 + number)
    driven[M, moving] = result, error, acceptance
    print(f"M {M:g}, {'moving' if moving else 'fixed'} grid: velocity "
          f"{result[3] * velocity_unit:.3f} +- "
          f"{error[3] * velocity_unit:.3f} 10^5 m/s")
    print(f"  energy {result[0]:.2f} +- {error[0]:.2f} meV; acceptance "
          f"{acceptance:.4f}; above capacity {result[1]:.4f}")
    if moving:
        assert result[1] == 0
    else:
        assert result[1] > 5 * error[1] > 0

fine, fine_error, fine_acceptance = driven[1.0, True]
fixed, fixed_error, fixed_acceptance = driven[1.0, False]
coarse = driven[16.0, True][0]
# Five percent allows for finite N and the remaining finite cell side.
assert abs(fine[3] / k_ref - 1) < 0.05
assert abs(fine[0] / e_ref - 1) < 0.05
assert abs(fine_acceptance / B_ref - 1) < 0.05
assert fixed_acceptance > fine_acceptance
assert fine[3] - fixed[3] > 4 * math.hypot(fine_error[3], fixed_error[3])
assert abs(coarse[0] - e_ref) > abs(fine[0] - e_ref)
print("finished without a failed check")
```

Running it gives:

```
mass 0.04 m_e; T 300 K; density 0.01 nm^-2
particles N 100; replicas 100
kT 25.852 meV; hbar^2/m 1905.0 meV nm^2
G 0.19739 nm^-2; thermal wave number 0.1165 nm^-1
L 2.3150; mu/kT 2.2110; f_FD(k=0) 0.9012
Fermi-Dirac mean energy 44.473 meV
master equation: largest probability error 6.1e-16
local cell error 2.8452e-04; formula 2.8469e-04
relative error of energy-shift formula: dk=0.02 nm^-1 0.0041; dk=0.01 nm^-1 0.0010
EQUILIBRIUM (theory at fixed N / simulation +- standard error)
M 0.25: dk 0.0222 nm^-1; grand-canonical energy bias -14.666 meV
  energy 29.774 / 29.803 +- 0.064 meV
  fraction above capacity 0.7500 / 0.7500 +- 0.0000
  central occupation 1.763 / 1.774 +- 0.055
M 1: dk 0.0444 nm^-1; grand-canonical energy bias -0.482 meV
  small-cell formula for bias -0.492 meV
  energy 43.896 / 43.757 +- 0.070 meV
  fraction above capacity 0.0000 / 0.0000 +- 0.0000
  central occupation 0.929 / 0.877 +- 0.029
M 1.5: dk 0.0544 nm^-1; grand-canonical energy bias -4.215 meV
  energy 40.184 / 40.262 +- 0.080 meV
  fraction above capacity 0.1151 / 0.1146 +- 0.0003
  central occupation 1.104 / 1.072 +- 0.023
M 16: dk 0.1777 nm^-1; grand-canonical energy bias -5.408 meV
  small-cell formula for bias -7.865 meV
  energy 39.002 / 38.991 +- 0.072 meV
  fraction above capacity 0.0000 / 0.0000 +- 0.0000
  central occupation 1.269 / 1.266 +- 0.007
DRIVEN: field 3.0 kV/cm; rate 1.0e+13 s^-1; kappa 0.0456 nm^-1
Boltzmann: velocity 3.198 10^5 m/s; energy 71.05 meV; acceptance 0.3213
velocity without Pauli blocking 1.319 10^5 m/s
M 1, moving grid: velocity 3.140 +- 0.013 10^5 m/s
  energy 69.65 +- 0.28 meV; acceptance 0.3309; above capacity 0.0000
M 1, fixed grid: velocity 2.714 +- 0.014 10^5 m/s
  energy 58.69 +- 0.23 meV; acceptance 0.3887; above capacity 0.1197
M 16, moving grid: velocity 2.865 +- 0.014 10^5 m/s
  energy 59.86 +- 0.24 meV; acceptance 0.3819; above capacity 0.0000
M 16, fixed grid: velocity 2.768 +- 0.012 10^5 m/s
  energy 60.23 +- 0.23 meV; acceptance 0.3715; above capacity 0.0018
finished without a failed check
```
